# Dyall's modified Dirac equation and its spin-free four-component Hamiltonian

**Q.** In the Dirac equation spin enters through the kinetic coupling $c\,\boldsymbol\sigma\cdot\mathbf p$. Remove $\boldsymbol\sigma$ there and the kinetic energy goes with it. How can a four-component equation be made spin-free?

**A.** The spin matrices are first moved out of the kinetic coupling. Take Hartree atomic units, $c=1/\alpha$, $\mathbf p=-i\nabla$, $T=p^2/2$, one electron, a local scalar potential $V(\mathbf r)$ and no vector potential. With the rest energy $c^2$ subtracted, the two-spinors $\psi$ (large) and $\psi^S$ (small) obey

$$V\psi+c\,\boldsymbol\sigma\cdot\mathbf p\,\psi^S=E\psi,\qquad c\,\boldsymbol\sigma\cdot\mathbf p\,\psi+(V-2c^2)\psi^S=E\psi^S .$$

The Pauli matrices satisfy $\sigma_i\sigma_j=\delta_{ij}+i\epsilon_{ijk}\sigma_k$. Because $p_ip_j$ is symmetric in $i,j$ and $\epsilon_{ijk}$ antisymmetric, $(\boldsymbol\sigma\cdot\mathbf p)^2=p^2=2T$. Define the pseudo-large component $\phi$ by

$$\psi^S=\frac{\boldsymbol\sigma\cdot\mathbf p}{2c}\,\phi .$$

In the first row, $c\,\boldsymbol\sigma\cdot\mathbf p\,\psi^S=\tfrac12p^2\phi=T\phi$. Multiply the second row from the left by $\boldsymbol\sigma\cdot\mathbf p/2c$. Its first term becomes $\tfrac12p^2\psi=T\psi$. The potential term becomes $W\phi/4c^2$ with $W=\boldsymbol\sigma\cdot\mathbf p\,V\,\boldsymbol\sigma\cdot\mathbf p$. The term $-2c^2\psi^S$ becomes $-2c^2p^2\phi/4c^2=-T\phi$, and the right side becomes $Ep^2\phi/4c^2=E\,T\phi/2c^2$. This is the modified Dirac equation,

$$\begin{pmatrix}V&T\\ T&\dfrac{W}{4c^2}-T\end{pmatrix}\begin{pmatrix}\psi\\ \phi\end{pmatrix}=E\begin{pmatrix}1&0\\0&\dfrac{T}{2c^2}\end{pmatrix}\begin{pmatrix}\psi\\ \phi\end{pmatrix},$$

and $W$ is the one operator in it that contains $\boldsymbol\sigma$.

**Q.** You assumed that $\psi^S$ has that form, and you multiplied an equation by a differential operator. Either step can lose or create solutions.

**A.** In momentum space $\boldsymbol\sigma\cdot\mathbf p$ is a $2\times2$ matrix whose square is $p^2$, so for $p\neq0$ its inverse is $\boldsymbol\sigma\cdot\mathbf p/p^2$, and $\tilde\phi=2c\,(\boldsymbol\sigma\cdot\mathbf p/p^2)\,\tilde\psi^S$. For a bound state $\psi^S$ is integrable, so $\tilde\psi^S$ is bounded. Then $|\tilde\phi|^2=4c^2|\tilde\psi^S|^2/p^2$ is integrable at $p=0$ against the measure $p^2dp$, and $\phi$ exists and is square-integrable. For the multiplication, let $\chi$ be the residual of the second Dirac row. If $\boldsymbol\sigma\cdot\mathbf p\,\chi=0$, then $p^2|\tilde\chi|^2=0$, and a square-integrable $\chi$ vanishes. The two equations therefore have the same bound states. The map is not unitary, since

$$\langle\psi^S|\psi^S\rangle=\langle\phi|(\boldsymbol\sigma\cdot\mathbf p)^2|\phi\rangle/4c^2=\langle\phi|T|\phi\rangle/2c^2 .$$

The matrix on the right of the modified equation is the Dirac norm written in the new variable. It is positive and the left matrix is Hermitian, so the roots are real.

**Q.** Then show me the spin-independent part of $W$, with its sign.

**A.** $V$ commutes with $\boldsymbol\sigma$, so

$$W=\sigma_i\sigma_j\,p_iVp_j=p_iVp_i+i\epsilon_{ijk}\sigma_k\,p_iVp_j .$$

In the second term use the product rule, $p_iV=-i(\partial_iV)+Vp_i$. The piece $V\epsilon_{ijk}p_ip_j$ vanishes by symmetry. The other piece is $i\cdot(-i)\,\epsilon_{ijk}\sigma_k(\partial_iV)p_j$, and $i\cdot(-i)=1$. Hence

$$W=W_{\rm sf}+W_{\rm so},\qquad W_{\rm sf}=\mathbf p\cdot V\mathbf p,\qquad W_{\rm so}=\boldsymbol\sigma\cdot(\nabla V\times\mathbf p).$$

This identity was tested symbolically for an arbitrary $V(x,y,z)$ and an arbitrary spinor, together with the statement that $W-W_{\rm sf}$ does not vanish. Replacing $W$ by $W_{\rm sf}$ defines the spin-free four-component Hamiltonian, called Dyall's scheme below. Everything before this replacement is a change of variable; the replacement is an approximation.

**Q.** What is gained in a basis set?

**A.** For real spatial functions $\chi_\mu$, the bra $(\boldsymbol\sigma\cdot\mathbf p\chi_\mu)^\dagger=+i\,\partial_i\chi_\mu\sigma_i$ and the ket $-i\,\sigma_j\partial_j\chi_\nu$ give

$$W_{\mu\nu}=\int V\,\nabla\chi_\mu\cdot\nabla\chi_\nu\,d^3r+i\boldsymbol\sigma\cdot\int V\,\nabla\chi_\mu\times\nabla\chi_\nu\,d^3r .$$

The first term is real, symmetric and proportional to the unit spin matrix. The second has zero spin trace, and the coefficient of each $\sigma_k$ in it is $i$ times a matrix that is real and antisymmetric in $\mu\nu$. Both forms were tested by grid quadrature against analytic spinor integrals for a bent arrangement of three nuclei, to $10^{-4}$ of the largest element of each part. Without the second term the problem falls into two identical real blocks, one per spin projection.

Expanding $\psi$ and $\phi$ in the same $N$ functions per spin means expanding $\psi^S$ in $\boldsymbol\sigma\cdot\mathbf p\chi_\mu$, which is restricted kinetic balance. Each block has $2N$ roots. On the $N$-dimensional subspace $\psi=0$ the Rayleigh quotient is $-2c^2+\langle W_{\rm sf}\rangle/2\langle T\rangle$. For $V<0$, $\langle W_{\rm sf}\rangle=\int V|\nabla\phi|^2<0$, so by the min-max principle at least $N$ roots lie below $-2c^2$. The full $W$ behaves alike, since $\langle W\rangle=\int V|\boldsymbol\sigma\cdot\mathbf p\,\phi|^2$. The spin-free Hamiltonian keeps its negative-energy branch. In each atomic matrix solution of the modified Dirac equation below it was tested that root $N$ lies below $-2c^2$ and root $N+1$ above $-c^2$.

**Q.** Why call $W_{\rm so}$ a spin-orbit term, and what does it do in an atom?

**A.** For a central potential $\nabla V=V'\mathbf r/r$, so $W_{\rm so}=(V'/r)\,\boldsymbol\sigma\cdot\mathbf L$ with $\mathbf L=\mathbf r\times\mathbf p$. Squaring $\mathbf J=\mathbf L+\boldsymbol\sigma/2$ gives $\boldsymbol\sigma\cdot\mathbf L=j(j+1)-l(l+1)-\tfrac34$, which is $l$ for $j=l+\tfrac12$ and $-(l+1)$ for $j=l-\tfrac12$. With $\kappa=-(l+1)$ in the first case and $\kappa=l$ in the second, $\boldsymbol\sigma\cdot\mathbf L=-(\kappa+1)$ and $\kappa(\kappa+1)=l(l+1)$.

For the radial form, the Pauli rule gives $\boldsymbol\sigma\cdot\mathbf r\,\boldsymbol\sigma\cdot\mathbf p=-ir\partial_r+i\boldsymbol\sigma\cdot\mathbf L$. Multiplying by $\boldsymbol\sigma\cdot\mathbf r/r^2$, with $\sigma_r=\boldsymbol\sigma\cdot\mathbf r/r$ and $\sigma_r^2=1$, yields $\boldsymbol\sigma\cdot\mathbf p=-i\sigma_r(\partial_r-\boldsymbol\sigma\cdot\mathbf L/r)$. On a spin-angular function $\Omega_\kappa$, using $\partial_r(f/r)=(f'-f/r)/r$,

$$\boldsymbol\sigma\cdot\mathbf p\,\frac fr\,\Omega_\kappa=-\frac ir\Big(f'+\frac{\kappa f}r\Big)\sigma_r\Omega_\kappa .$$

Write $\psi=(P/r)\Omega_\kappa$, $\psi^S=-i(Q/r)\sigma_r\Omega_\kappa$, and let $\phi$ now denote the radial pseudo-large function. Then $Q=(\phi'+\kappa\phi/r)/2c$. The second Dirac row follows from the formula above, and the first contains the adjoint operator $-d/dr+\kappa/r$:

$$(V-E)P+c(-Q'+\kappa Q/r)=0,\qquad c(P'+\kappa P/r)+(V-2c^2-E)Q=0 .$$

The radial element of $W$ is $\int V(f'+\kappa f/r)(g'+\kappa g/r)\,dr$. That of $W_{\rm sf}$ is $\int V[(f'-f/r)(g'-g/r)+l(l+1)fg/r^2]\,dr$, the last term coming from the angular part of the gradient. In the difference $f'g'$ cancels, the cross terms give $(\kappa+1)(fg)'/r$, and the rest gives $[\kappa^2-1-\kappa(\kappa+1)]fg/r^2=-(\kappa+1)fg/r^2$. Together,

$$(\kappa+1)\int V\Big(\frac{fg}r\Big)'dr=-(\kappa+1)\int\frac{V'}r\,fg\,dr ,$$

provided $Vfg/r$ vanishes at both ends, as it does for $V=-Z/r$ and functions $r^{l+1}e^{-ar^2}$ with $l\ge1$. For $s$ states $\kappa+1=0$. Every operator of the modified equation conserves $l$, so for one electron in a central field the spin-free $s$ levels are the Dirac $s_{1/2}$ levels at any $c$.

**Q.** The name suggests that $\phi$ is nearly $\psi$. Is it?

**A.** It has the same angular function, and it equals $\psi$ in the limit $c\to\infty$, where the second row reduces to $T(\psi-\phi)=0$ and the first becomes the Schrödinger equation. At finite $c$ take the $1s$ state of a point nucleus, $\kappa=-1$, $\zeta=Z/c<1$, and try $P=Nr^\gamma e^{-Zr}$, $Q=qP$. The $1/r$ terms give $c(\gamma-1)-Zq=0$ in the second row and $-Z-cq(\gamma+1)=0$ in the first, so $q=-(1-\gamma)/\zeta$ and $\gamma=\sqrt{1-\zeta^2}$. The constant terms of the first row give $E=cqZ=-c^2(1-\gamma)$. Those of the second require $cZ=-(2c^2+E)q=c^2(1-\gamma^2)/\zeta$, which holds. The definition of $\phi$ reads $r(\phi/r)'=2cqP$. Its homogeneous solution $\phi\propto r$ is not normalizable, so one integrates inward from infinity. With $x=Zr$ and $2c|q|/Z=2(1-\gamma)/\zeta^2=2/(1+\gamma)$,

$$\frac\phi P=\frac2{1+\gamma}\,x^{1-\gamma}e^x\,\Gamma(\gamma,x),\qquad\Gamma(\gamma,x)=\int_x^\infty t^{\gamma-1}e^{-t}dt .$$

For $\gamma=1$ the ratio is 1. For $\gamma<1$ it vanishes as $x^{1-\gamma}$ at the nucleus, where $\phi\propto r$ while $P\propto r^\gamma$. Integration by parts gives $\Gamma(\gamma,x)\to x^{\gamma-1}e^{-x}$ at large $x$, so the ratio tends to $2/(1+\gamma)$. For $Z=80$, $\zeta=0.583788$ and $\gamma=0.811906$. The ratio is $0.2154$ at $10^{-6}$ bohr, $0.5056$ at $10^{-4}$, $0.9897$ at $r=1/Z=0.0125$ and $1.0809$ at $0.1$, with limit $2/1.811906=1.1038$. Since $q^2=(1-\gamma)/(1+\gamma)$, the small-component norm is $q^2/(1+q^2)=(1-\gamma)/2=0.094047$, and $\langle\phi|T|\phi\rangle/2c^2$ from the matrix solution below has the same value. This pair $P,\phi$ was tested pointwise in both rows, with the spin-free operator in the second.

**Q.** And for $\kappa>0$? There the homogeneous solution $r^{-\kappa}$ decays.

**A.** It decays but is not square-integrable at the origin, so one integrates outward: $\phi=2c\,r^{-\kappa}\int_0^rs^\kappa Q\,ds$. At large $r$ this leaves an algebraic tail unless the moment of $Q$ vanishes. For $2p_{1/2}$, $\kappa=1$, $\phi\to M/r$ with $M=2c\int rQ\,dr$. Multiply the second radial row by $r$ and integrate. The first term is $c\int(rP)'dr=0$, and $rV=-Z$, so $-Z\int Q\,dr-(2c^2+E)\int rQ\,dr=0$. To leading order in $1/c$, $Q\approx(P'+P/r)/2c$, $\int P'dr=0$ and $E\ll2c^2$:

$$M=-\frac{2cZ}{2c^2+E}\int Q\,dr\approx-\frac Z{2c^2}\int\frac Pr\,dr .$$

For hydrogen, with $P>0$ at large $r$, both the closed-form state and this estimate give $-2.174\times10^{-5}$ bohr$^{1/2}$; for $Z=80$, $M=-1.577\times10^{-2}$ bohr$^{1/2}$. The tail is square-integrable and is annihilated by $d/dr+\kappa/r$, so $Q$ still decays exponentially. The closed-form $2p_{1/2}$ state passes the pointwise test with $W_{\rm sf}+W_{\rm so}$ and fails it when $W_{\rm so}$ is left out.

**Q.** Which familiar corrections does $W_{\rm sf}$ hold?

**A.** Write the equation as $(H_0+c^{-2}H_1)\Psi=E(S_0+c^{-2}S_1)\Psi$ with $H_1=\mathrm{diag}(0,W/4)$, $S_0=\mathrm{diag}(1,0)$, $S_1=\mathrm{diag}(0,T/2)$. The zero-order solution is $\Psi_0=(\psi_0,\psi_0)$ with the normalized Schrödinger function $\psi_0$. At order $c^{-2}$, $(H_0-E_0S_0)\Psi_1+(H_1-E_0S_1)\Psi_0=E_1S_0\Psi_0$. Projection on $\Psi_0$ removes the first term, because $H_0-E_0S_0$ is Hermitian and annihilates $\Psi_0$. With $U=V-E_0$ and $E_0T/2=\mathbf p\cdot E_0\mathbf p/4$,

$$E_1=\tfrac14\langle\mathbf p\cdot U\mathbf p\rangle+\tfrac14\langle\boldsymbol\sigma\cdot(\nabla V\times\mathbf p)\rangle .$$

The second term, divided by $c^2$, is the Pauli spin-orbit energy. For the first, take $\psi_0$ real and use $|\nabla\psi_0|^2=\tfrac12\nabla^2\psi_0^2-\psi_0\nabla^2\psi_0=\tfrac12\nabla^2\psi_0^2+2\psi_0T\psi_0$. Two integrations by parts move $\nabla^2$ onto $V$, and the Schrödinger equation gives $U\psi_0=-T\psi_0$:

$$\tfrac14\int U|\nabla\psi_0|^2d^3r=\tfrac18\langle\nabla^2V\rangle-\tfrac12\|T\psi_0\|^2 .$$

These are the Darwin term and the mass-velocity term $-\langle p^4\rangle/8$. For a point nucleus $\nabla^2V=4\pi Z\delta(\mathbf r)$. Hydrogen $1s$ gives $E_1=-0.625+0.5=-0.125$; $2p$ and $3d$ have no Darwin part and give $-0.018229$ and $-0.002778$. The spin-free matrix roots, extrapolated to $c\to\infty$ as $c^2(E-E_0)$, give $-0.124999$, $-0.018229$ and $-0.002778$, and agreement was tested to a relative $10^{-3}$.

**Q.** For a heavy ion that expansion is poor. What does the spin-free equation give there?

**A.** Take Hg$^{79+}$, $Z=80$, with a point nucleus and $c=137.035999$. The basis has 48 functions $r^{l+1}e^{-ar^2}$ per $l$, with $a$ from $0.05$ to $7.037\times10^{12}$ bohr$^{-2}$ in ratio 2. The reference is the Dirac-Coulomb formula

$$E_{n\kappa}=c^2\Big[1+\zeta^2\big(n-|\kappa|+\sqrt{\kappa^2-\zeta^2}\big)^{-2}\Big]^{-1/2}-c^2 ,$$

which omits nuclear size, recoil and quantum-electrodynamic corrections and is not a measured spectrum. For $1s$ it reduces to the result above, $-(37557.73/2)\times(1-0.811906)=-3532.19$ Eh. The spin-free roots are $-3532.192$ Eh for $1s$ and $-904.848$ Eh for $2s$. With $W_{\rm so}$ restored, the $p$ roots are $-904.848$ Eh ($2p_{1/2}$) and $-817.807$ Eh ($2p_{3/2}$). All four were tested against the formula to a relative $2\times10^{-6}$; the numerical output below lists them.

The spin-free $2p$ level is $-843.648$ Eh, which is $43.648$ Eh below the nonrelativistic $-800$ Eh. The order-$c^{-2}$ shift scales as $Z^4/c^2$, as follows from rescaling $r\to r/Z$. With $Z^4/c^2=32\times68.162=2181.2$ Eh it is $-0.018229\times2181.2=-39.76$ Eh, about 9% short of the spin-free shift. The degeneracy of $2s_{1/2}$ and $2p_{1/2}$ is lost: the spin-free $2p$ lies $904.848-843.648=61.200$ Eh above $2s$.

**Q.** Is that $2p$ level the degeneracy-weighted average of the two $j$ levels?

**A.** To first order in $W_{\rm so}$. Put $W_{\rm sf}+\lambda W_{\rm so}$ in the equation. The metric does not depend on $\lambda$, so the projection argument used for $E_1$ gives, for the spin-free state normalized in the metric,

$$\frac{dE}{d\lambda}\Big|_{0}=-(\kappa+1)\,\xi,\qquad\xi=\frac1{4c^2}\int\phi^2\,\frac{V'}r\,dr .$$

The expectation value is over $\phi$, not $\psi$. The degeneracies are $2l+2$ for $\boldsymbol\sigma\cdot\mathbf L=l$ and $2l$ for $-(l+1)$, and $(2l+2)l-2l(l+1)=0$, so the weighted average differs from the spin-free level by a remainder starting at $\lambda^2$. The derivative was tested by a finite difference, and the remainder grows by $4.003$ when $\lambda$ goes from $0.01$ to $0.02$.

Here $\xi=27.218$ Eh. First order gives $-843.648-2\times27.218=-898.08$ Eh for $2p_{1/2}$ and $-843.648+27.218=-816.43$ Eh for $2p_{3/2}$. The splitting $3\xi=81.653$ Eh ($2221.9$ eV) is $5.387$ Eh, or 6.2%, short of the full $87.040$ Eh ($2368.5$ eV). With the Schrödinger function $Z^{5/2}r^2e^{-Zr/2}/2\sqrt6$ in place of $\phi$, $\langle r^{-3}\rangle=Z^3/24$, $\xi\to Z^4/96c^2$, and the Pauli splitting is $Z^4/32c^2=68.162$ Eh, 22% short of the full value. The average is $(2\times(-904.848)+4\times(-817.807))/6=-846.821$ Eh, which is $3.173$ Eh below the spin-free level, or 3.6% of the full splitting. The first-order values miss by $-6.77$ Eh and $-1.38$ Eh. A purely quadratic remainder would scale as $(\kappa+1)^2$ and stand in the ratio 4; the ratio is 4.9, so terms beyond $\lambda^2$ contribute at $\lambda=1$.

**Q.** The operator identity is unique. Is the spin-free Hamiltonian then unique?

**A.** No; the identity can be applied at a different point. Solve the second Dirac row, $\psi^S=c\,\boldsymbol\sigma\cdot\mathbf p\,\psi/(2c^2+E-V)$, and insert it in the first: $(V+\boldsymbol\sigma\cdot\mathbf p\,K\,\boldsymbol\sigma\cdot\mathbf p)\psi=E\psi$ with $K=c^2/(2c^2+E-V)$. The identity with $K$ for $V$ leaves the spin-free part $V+\mathbf p\cdot K\mathbf p$. To compare, let $U=V-E$, so that $K=\tfrac12(1-U/2c^2)^{-1}=\tfrac12+U/4c^2+U^2/8c^4+\dots$ and

$$\mathbf p\cdot K\mathbf p=T+Y+\frac{p_iU^2p_i}{8c^4}+\dots,\qquad Y=\frac{\mathbf p\cdot U\mathbf p}{4c^2}.$$

In Dyall's spin-free equation the second row is $T(\phi-\psi)=Y\phi$, so $\phi=\psi+T^{-1}Y\phi$. The first row becomes $(V+T)\psi+Y\phi=E\psi$, and one iteration gives $Y\phi=Y\psi+YT^{-1}Y\psi+\dots$ with

$$YT^{-1}Y=\frac1{8c^4}\,p_iU\,\frac{p_ip_j}{p^2}\,Up_j .$$

The two effective equations share $V+T+Y$, so through order $c^{-4}$ the levels differ by the expectation value of the difference,

$$E_K-E_{\rm Dyall}=\frac1{8c^4}\Big\langle Up_i\psi_0\Big|\delta_{ij}-\frac{p_ip_j}{p^2}\Big|Up_j\psi_0\Big\rangle .$$

The middle operator projects a vector field on its transverse part, so this order of the difference is not negative. It vanishes when $U\nabla\psi_0$ has no curl, that is when $\nabla V\times\nabla\psi_0=0$, as for an $s$ state in a central field. With the full $W$ the factor $\boldsymbol\sigma\cdot\mathbf p\,p^{-2}\,\boldsymbol\sigma\cdot\mathbf p=1$ appears instead and the two forms coincide. The expansion in $U/2c^2$ fails close to a point nucleus, but for $2p$ the field $U\nabla\psi_0$ grows as $1/r$ and is square-integrable, so the leading term is finite.

For $Z=80$ the $K$ scheme gives $-3532.192$ Eh for $1s$ and $-840.848$ Eh for $2p$, which is $2.799$ Eh above Dyall's level, with the sign found above. With $c$ multiplied by 4 and by 8 the differences are $1.185\times10^{-2}$ and $7.607\times10^{-4}$ Eh. Their ratio is $15.58$, against $16$ for pure $c^{-4}$ scaling, and the test allows 10%. The next order is not a plain $c^{-6}$ term. It contains $U^3|\nabla\psi_0|^2/16c^6\sim r^{-3}$, whose integral against $r^2dr$ diverges logarithmically at a point nucleus and is cut off near $r\sim Z/c^2$. This term is not alone. Near the nucleus the first-order correction $\psi_1$ and $T^{-1}Y\psi_0$ both go as $r^0$ times the angular function, so $YT^{-1}YT^{-1}Y$ and the cross terms of the $c^{-4}$ operators with $\psi_1$ diverge in the same way. For $Z=1$ and $\psi_0\to Nr$ with $N^2=1/24$, the coefficients of $N^2c^{-6}\int dr/r$ in $E_K-E_{\rm Dyall}$ are $-\tfrac3{16}$ from $U^3$, $+\tfrac18$ from the cross term of the $K$ scheme, and $+\tfrac1{32}$ and $-\tfrac1{16}$ from the two terms of Dyall's scheme. They sum to $-\tfrac3{32}$, so the logarithm survives, as $-(Z^8/128c^6)\ln(c/Z)$, and the ratio differs from 16 by a relative amount of order $c^{-2}\ln c$. The coefficient of $c^{-4}$ is not evaluated here. A spin-free $p$ level is thus a property of the scheme beyond order $c^{-2}$; in this ion the two schemes differ by 3.2% of the fine-structure splitting.

**Q.** Where does the construction stop holding?

**A.** At each assumption used. With a vector potential $\mathbf p$ becomes $\boldsymbol\pi=\mathbf p+\mathbf A$, whose components obey $[\pi_x,\pi_y]=-iB_z$ and cyclic, with $\mathbf B=\nabla\times\mathbf A$. Then $(\boldsymbol\sigma\cdot\boldsymbol\pi)^2=\pi^2+\boldsymbol\sigma\cdot\mathbf B$, and for $\mathbf B\neq0$ the matrices $\boldsymbol\sigma$ remain in the kinetic blocks and in the metric. A nonlocal potential that commutes with $\boldsymbol\sigma$ still splits as $p_iVp_i+i\epsilon_{ijk}\sigma_kp_iVp_j$, but it has no product rule of the form used, so the second term is no longer $\boldsymbol\sigma\cdot(\nabla V\times\mathbf p)$. The electron-electron interaction, exchange included, needs its own separation. The bound on the lower $N$ roots used $V<0$. The point-nucleus $1s$ solution needs $Z<c$, and the uniqueness argument needs $V\psi^S\sim r^{\gamma-2}$ to be square-integrable, which means $\gamma>\tfrac12$ and is met at $Z=80$. The equality of spin-free and Dirac $s$ levels rests on central symmetry: in a molecule $\nabla V\times\mathbf p$ is not proportional to $\mathbf L$, and $W_{\rm so}$ need not annihilate a function that is spherical about one nucleus. Its element between two functions spherical about the same nucleus is zero, since their gradients are parallel, but it can couple such a function to functions of higher $l$.

## Table of computed values

```
Z = 80, c = 137.035999 au, Z/c = 0.583788, gamma = 0.811906, 2c^2 = 37557.73 Eh
basis: 48 Gaussians per l, exponents 0.05 to 7.037e+12 bohr^-2, ratio 2
nonrelativistic 1s = -3200.000 Eh, n=2 = -800.000 Eh
1s spin-free = -3532.192 Eh, Dirac formula = -3532.192 Eh
2s spin-free = -904.848 Eh, Dirac formula = -904.848 Eh
2p spin-free = -843.648 Eh
2p1/2 matrix = -904.848 Eh, Dirac formula = -904.848 Eh
2p3/2 matrix = -817.807 Eh, Dirac formula = -817.807 Eh
xi = <phi|V'/r|phi>/4c^2 = 27.218 Eh
first order: 2p1/2 = -898.083 Eh, 2p3/2 = -816.430 Eh
2p splitting full = 87.040 Eh = 2368.5 eV
2p splitting first order 3 xi = 81.653 Eh = 2221.9 eV
2p splitting Pauli Z^4/(32c^2) = 68.162 Eh
2p weighted average = -846.821 Eh, minus spin-free = -3.173 Eh
remainder ratio lambda 0.02 / 0.01 = 4.003
p.Kp scheme: 1s = -3532.192 Eh, 2p = -840.848 Eh, 2p minus Dyall = 2.799 Eh
same difference at 4c = 1.185e-02 Eh, at 8c = 7.607e-04 Eh, ratio = 15.58
1s small norm: exact = 0.094047, <phi|T|phi>/2c^2 = 0.094047
1s phi/P at r = 1e-6 bohr: 0.2154
1s phi/P at r = 1e-4 bohr: 0.5056
1s phi/P at r = 0.0125 bohr: 0.9897
1s phi/P at r = 0.1 bohr: 1.0809
1s phi/P at r = 20 bohr: 1.1037
limit 2/(1+gamma) = 1.1038
2p1/2 tail M (phi -> M/r), Z=80: -1.57711e-02 bohr^1/2
2p1/2 tail M, Z=1: -2.17398e-05, leading order -2.17403e-05 bohr^1/2
H n=1 l=0, Eh*c^2: MV -0.625000, Darwin 0.500000, sum -0.125000, matrix -0.124999
H n=2 l=1, Eh*c^2: MV -0.018229, Darwin 0.000000, sum -0.018229, matrix -0.018229
H n=3 l=2, Eh*c^2: MV -0.002778, Darwin 0.000000, sum -0.002778, matrix -0.002778
```
